# Four-Phonon Weight of a Displaced-Oscillator Trap and Its Gaussian Approximation: verification in Python

```python
"""
Result under test: for two equal harmonic wells displaced by d, the
zero-temperature n-phonon Franck-Condon weight is
    P_n = exp(-S) S^n / n!,   S = d^2/2 (Huang-Rhys factor),
and its Gaussian approximation of equal mean and variance is
    G_n = exp(-(n-S)^2/(2S)) / sqrt(2 pi S).
For S = 10, n = 4 the Gaussian is about ten per cent too high.
Symbols: q = dimensionless coordinate, energies on the grid in units of
the phonon energy, theta = remainder of Stirling's formula for ln n!.
The reference weights come from diagonalizing both wells on a grid.
"""
import numpy as np
from scipy.constants import k, e
from scipy.linalg import eigh
from scipy.special import gammaln
from scipy.stats import norm, poisson

S = 10.0
n_target = 4
phonon_eV = 0.05
temperature_K = 300.0
depth_nm = 1.0
d = np.sqrt(2 * S)

# Sinc-function grid representation of the kinetic energy p^2/2
h = 0.15
q = np.arange(-14.0, 20.0, h)
index = np.arange(len(q))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2) / h**2


def solve_well(potential):
    return eigh(kinetic + np.diag(potential))


def gaussian(n, mean, variance):
    return np.exp(-(n - mean)**2 / (2 * variance)) / np.sqrt(2 * np.pi * variance)


def log_ratio_terms(n, s):
    """Exponent, prefactor and Stirling parts of ln(P_n/G_n), n > 0."""
    u = (n - s) / s
    exponent = -s * ((1 + u) * np.log(1 + u) - u - u**2 / 2)
    prefactor = -0.5 * np.log(1 + u)
    theta = gammaln(n + 1) - (n * np.log(n) - n + 0.5 * np.log(2 * np.pi * n))
    return exponent, prefactor, -theta


E_i, states_i = solve_well(q**2 / 2)
E_f, states_f = solve_well((q - d)**2 / 2)
levels = np.arange(70)
assert np.allclose(E_f[:40], np.arange(40) + 0.5, atol=1e-8)

# Poisson law and moments against the diagonalized wells
weights = (states_f[:, :70].T @ states_i[:, 0])**2
P = np.exp(-S + levels * np.log(S) - gammaln(levels + 1))
assert np.allclose(weights[:40], P[:40], rtol=1e-6, atol=1e-11)
mean = weights @ levels
variance = weights @ (levels - mean)**2
assert abs(mean - S) < 1e-7 and abs(variance - S) < 1e-6
G = gaussian(levels, S, S)
P4, G4 = P[n_target], G[n_target]
bin4 = norm.cdf(4.5, S, np.sqrt(S)) - norm.cdf(3.5, S, np.sqrt(S))

# Decomposition of the error, crossing, and failure at n = 0
terms = log_ratio_terms(n_target, S)
assert abs(np.log(weights[4] / gaussian(4, mean, variance)) - sum(terms)) < 1e-6
assert terms[0] < 0 < terms[1] and abs(terms[0] + terms[1]) < 0.2 * abs(terms[0])
assert G[4] > weights[4] and G[5] < weights[5]
assert G[0] / weights[0] > 10

# Two different large-S limits
limit_ratio = {}
for s, n in ((100, 40), (1000, 940)):
    limit_ratio[s] = gaussian(n, s, s) / poisson.pmf(n, s)
    assert abs(np.log(limit_ratio[s]) + sum(log_ratio_terms(n, s))) < 1e-8
assert limit_ratio[100] > 10 * G4 / P4
assert abs(limit_ratio[1000] - 1) < 0.2 * abs(G4 / P4 - 1)

# Temperature of use: explicit sum over thermally occupied initial levels
beta = phonon_eV * e / (k * temperature_K)
bose = 1 / np.expm1(beta)
m = np.arange(14)
occupation = np.exp(-beta * m) * (1 - np.exp(-beta))
overlap2 = (states_f[:, :70].T @ states_i[:, :14])**2
net = levels[:, None] - m[None, :]
joint = overlap2 * occupation
hot_mean = np.sum(joint * net)
hot_variance = np.sum(joint * (net - hot_mean)**2)
assert abs(hot_mean - S) < 1e-6
assert abs(hot_variance - S * (2 * bose + 1)) < 1e-5
hot_P4 = np.sum(joint[net == n_target])
hot_G4 = gaussian(n_target, S, S * (2 * bose + 1))

# Frequency change of the final well at fixed displacement
changed = {}
for ratio in (0.9, 1.1):
    energy, vectors = solve_well(ratio**2 * (q - d)**2 / 2)
    assert abs(energy[4] - 4.5 * ratio) < 1e-8
    changed[ratio] = (vectors[:, 4] @ states_i[:, 0])**2

# Morse final well, steep or soft on the side of the initial minimum
well_depth = 250.0
a = 1 / np.sqrt(2 * well_depth)
morse = {}
for name, side in (("steep", 1), ("soft", -1)):
    energy, vectors = solve_well(well_depth * (1 - np.exp(-side * a * (q - d)))**2)
    assert abs(energy[4] - (4.5 - 4.5**2 / (4 * well_depth))) < 1e-7
    morse[name] = (vectors[:, 4] @ states_i[:, 0])**2

# Two modes with the same total S and the same relaxation energy
modes_eV = np.array([0.04, 0.06])
S_modes = np.array([S / 2, S / 2])
one = poisson.pmf(levels, S / 2)
pair = np.outer(one, one)
energy_sum = modes_eV[0] * levels[:, None] + modes_eV[1] * levels[None, :]
pair_mean = np.sum(pair * energy_sum)
pair_variance = np.sum(pair * (energy_sum - pair_mean)**2)
assert abs(pair_mean - S * phonon_eV) < 1e-10
assert abs(pair_variance - S_modes @ modes_eV**2) < 1e-10
pair_G4 = phonon_eV * gaussian(n_target * phonon_eV, pair_mean, pair_variance)

# Oxide field change that shifts the trap level by one phonon energy
field_MV_cm = phonon_eV / (depth_nm * 1e-7) / 1e6

print(f"Huang-Rhys factor S: {S:.1f}; displacement d: {d:.4f} (dimensionless)")
print(f"phonon energy: {phonon_eV:.3f} eV; trap depth: {depth_nm:.1f} nm")
print(f"relaxation energy: {S*phonon_eV:.3f} eV")
print(f"four-phonon energy: {n_target*phonon_eV:.3f} eV")
print(f"mean, variance of n from grid: {mean:.6f}, {variance:.6f}")
print(f"exp(-S): {np.exp(-S):.6e}")
print(f"four-phonon weight from grid: {weights[4]:.8f}")
print(f"exact four-phonon weight P4: {P4:.8f}")
print(f"Gaussian prefactor: {1/np.sqrt(2*np.pi*S):.6f}")
print(f"Gaussian exponential at n=4: {np.exp(-(4-S)**2/(2*S)):.6f}")
print(f"Gaussian weight G4: {G4:.8f}")
print(f"G4/P4: {G4/P4:.5f}; relative error: {100*(G4/P4-1):.2f} %")
print(f"Gaussian integral 3.5 to 4.5: {bin4:.8f}; over P4: {bin4/P4:.5f}")
print(f"ln(P4/G4): {np.log(P4/G4):.5f}")
print(f"  exponent term: {terms[0]:.5f}")
print(f"  prefactor term: {terms[1]:.5f}")
print(f"  Stirling term: {terms[2]:.5f}")
print("n, exact weight, Gaussian weight, Gaussian/exact:")
for n in (0, 2, 4, 5, 10, 16):
    print(f"  {n:2d}  {P[n]:.6e}  {G[n]:.6e}  {G[n]/P[n]:.4f}")
print(f"Gaussian/exact at S=100, n=40: {limit_ratio[100]:.2f}")
print(f"Gaussian/exact at S=1000, n=940: {limit_ratio[1000]:.5f}")
print("Neglected effects (weight, ratio to P4):")
print(f"  temperature: {temperature_K:.0f} K; Bose occupation: {bose:.4f}")
print(f"  thermal variance of net phonon number: {hot_variance:.4f}")
print(f"  thermal weight, net four phonons: {hot_P4:.6f}, {hot_P4/P4:.3f}")
print(f"  thermal Gaussian: {hot_G4:.6f}; over thermal exact: {hot_G4/hot_P4:.4f}")
for ratio, value in changed.items():
    print(f"  final/initial frequency {ratio:.1f}: {value:.6f}, {value/P4:.3f}")
print(f"  Morse well depth: {well_depth*phonon_eV:.2f} eV")
for name, value in morse.items():
    print(f"  Morse, {name} side: {value:.6f}, {value/P4:.3f}")
for s in (9, 11):
    value = poisson.pmf(4, s)
    print(f"  S = {s}: {value:.6f}, {value/P4:.3f}")
print(f"  two modes: {modes_eV[0]:.2f} and {modes_eV[1]:.2f} eV, S = {S/2:.0f} each")
print(f"  two-mode energy spread: {np.sqrt(pair_variance):.5f} eV")
print(f"  one-mode energy spread: {np.sqrt(S)*phonon_eV:.5f} eV")
print(f"  two-mode Gaussian: {pair_G4:.6f}; over G4: {pair_G4/G4:.4f}")
print(f"  field change for one phonon energy: {field_MV_cm:.3f} MV/cm")
print(f"  weight ratio P5/P4: {P[5]/P4:.4f}")
print("all good")
```

Output:

```
Huang-Rhys factor S: 10.0; displacement d: 4.4721 (dimensionless)
phonon energy: 0.050 eV; trap depth: 1.0 nm
relaxation energy: 0.500 eV
four-phonon energy: 0.200 eV
mean, variance of n from grid: 10.000000, 10.000000
exp(-S): 4.539993e-05
four-phonon weight from grid: 0.01891664
exact four-phonon weight P4: 0.01891664
Gaussian prefactor: 0.126157
Gaussian exponential at n=4: 0.165299
Gaussian weight G4: 0.02085355
G4/P4: 1.10239; relative error: 10.24 %
Gaussian integral 3.5 to 4.5: 0.02107885; over P4: 1.11430
ln(P4/G4): -0.09748
  exponent term: -0.53484
  prefactor term: 0.45815
  Stirling term: -0.02079
n, exact weight, Gaussian weight, Gaussian/exact:
   0  4.539993e-05  8.500367e-04  18.7233
   2  2.269996e-03  5.142422e-03  2.2654
   4  1.891664e-02  2.085355e-02  1.1024
   5  3.783327e-02  3.614448e-02  0.9554
  10  1.251100e-01  1.261566e-01  1.0084
  16  2.169879e-02  2.085355e-02  0.9610
Gaussian/exact at S=100, n=40: 133.26
Gaussian/exact at S=1000, n=940: 1.00629
Neglected effects (weight, ratio to P4):
  temperature: 300 K; Bose occupation: 0.1690
  thermal variance of net phonon number: 13.3797
  thermal weight, net four phonons: 0.028546, 1.509
  thermal Gaussian: 0.028407; over thermal exact: 0.9951
  final/initial frequency 0.9: 0.029657, 1.568
  final/initial frequency 1.1: 0.012308, 0.651
  Morse well depth: 12.50 eV
  Morse, steep side: 0.009596, 0.507
  Morse, soft side: 0.036767, 1.944
  S = 9: 0.033737, 1.783
  S = 11: 0.010189, 0.539
  two modes: 0.04 and 0.06 eV, S = 5 each
  two-mode energy spread: 0.16125 eV
  one-mode energy spread: 0.15811 eV
  two-mode Gaussian: 0.021914; over G4: 1.0509
  field change for one phonon energy: 0.500 MV/cm
  weight ratio P5/P4: 2.0000
all good
```
